# Chern Numbers of Triplon Bands from a Wrapping Spin-One Hamiltonian: a numerical check

```python
"""Chern numbers of triplon bands H(k) = J + d(k).L with spin-one matrices L.

Result under test: C_s = -2 s W for the band with energy J + s|d|, where
W = (1/4 pi) * integral of n.(dn/dkx x dn/dky), n = d/|d|, is the number of
times d wraps the sphere. |W| = 1 gives magnitudes 2, 0, 2.
Berry convention: A = i<u|grad u>, F = dAy/dkx - dAx/dky, C = integral F / 2 pi.
J: triplon energy; Dz, Dp: hopping amplitudes along L_z and in the plane;
h = g muB B: Zeeman energy; A: dimer anisotropy multiplying L_z^2.
Energies in meV, fields in T, wavevectors in units of 1/(lattice constant).
"""
import numpy as np
from scipy import constants as const

J, Dz, Dp = 3.0, 0.10, 0.12
g_factor, B_example, temperature = 2.0, 0.7, 5.0
meV = 1e-3 * const.e
muB = const.physical_constants["Bohr magneton"][0] / meV
kT = const.k * temperature / meV

epsilon = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    epsilon[a, b, c] = 1.0
    epsilon[a, c, b] = -1.0
L = -1j * epsilon
half_spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                            [[1, 0], [0, -1]]], dtype=complex)


def d_model(kx, ky, field=B_example):
    h = g_factor * muB * field
    return np.stack([Dp * np.sin(kx), Dp * np.sin(ky),
                     h + Dz * (np.cos(kx) + np.cos(ky))], axis=-1)


def d_double(kx, ky):
    """A different field, expected to wrap the sphere twice."""
    return 0.1 * np.stack([np.cos(kx) - np.cos(ky), np.sin(kx) * np.sin(ky),
                           0.5 + np.cos(kx) + np.cos(ky)], axis=-1)


def hamiltonian(d, matrices=L):
    return (J * np.eye(matrices.shape[1])
            + np.einsum("...a,aij->...ij", d, matrices))


def mesh(n):
    k = 2 * np.pi * np.arange(n) / n
    return np.meshgrid(k, k, indexing="ij")


def solid_angle_density(d_function, kx, ky, step=1e-4):
    d = d_function(kx, ky)
    dx = (d_function(kx + step, ky) - d_function(kx - step, ky)) / (2 * step)
    dy = (d_function(kx, ky + step) - d_function(kx, ky - step)) / (2 * step)
    triple = np.sum(d * np.cross(dx, dy), axis=-1)
    return triple / np.linalg.norm(d, axis=-1) ** 3


def wrapping(d_function, n=120):
    density = solid_angle_density(d_function, *mesh(n))
    return density.sum() * (2 * np.pi / n) ** 2 / (4 * np.pi)


def berry_flux(vectors, metric=None):
    """Flux through each plaquette; vectors[x, y, component, band]."""
    if metric is None:
        metric = np.ones(vectors.shape[2])

    def overlap(left, right):
        return np.einsum("xyin,i,xyin->xyn", left.conj(), metric, right)

    ux = overlap(vectors, np.roll(vectors, -1, axis=0))
    uy = overlap(vectors, np.roll(vectors, -1, axis=1))
    loop = (ux * np.roll(uy, -1, axis=0)
            * np.roll(ux, -1, axis=1).conj() * uy.conj())
    return -np.angle(loop)


def chern_from_flux(flux):
    total = flux.sum(axis=(0, 1)) / (2 * np.pi)
    assert np.allclose(total, np.round(total), atol=1e-8)
    return [int(v) for v in np.round(total)]


def chern(d_function, n=60, matrices=L):
    vectors = np.linalg.eigh(hamiltonian(d_function(*mesh(n)), matrices))[1]
    return chern_from_flux(berry_flux(vectors))


# Total spin of two spins 1/2 in the Cartesian triplet basis equals L.
up_up, up_dn, dn_up, dn_dn = np.eye(4, dtype=complex)
triplet = np.array([1j * (up_up - dn_dn), up_up + dn_dn,
                    -1j * (up_dn + dn_up)]).T / np.sqrt(2)
for a in range(3):
    total_spin = (np.kron(half_spin[a], np.eye(2))
                  + np.kron(np.eye(2), half_spin[a]))
    assert np.allclose(triplet.conj().T @ total_spin @ triplet, L[a])

# Eigenvalues, and the real middle-band state n, at random wavevectors.
rng = np.random.default_rng(4)
points = rng.uniform(0, 2 * np.pi, (25, 2))
for kx, ky in points:
    d = d_model(kx, ky)
    size = np.linalg.norm(d)
    H = hamiltonian(d)
    assert np.allclose(np.linalg.eigvalsh(H), [J - size, J, J + size])
    assert np.allclose(H @ (d / size), J * d / size)
    e1 = np.cross(d, [0.3, -0.5, 0.8])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(d / size, e1)
    for s in (-1, 1):
        state = (e1 + 1j * s * e2) / np.sqrt(2)
        assert np.allclose(H @ state, (J + s * size) * state)


def local_curvature(kx, ky, side=1e-3):
    """Curvature from eigenvectors around one small centred square."""
    corners = [(-1, -1), (1, -1), (1, 1), (-1, 1)]
    states = [np.linalg.eigh(hamiltonian(d_model(kx + sx * side / 2,
                                                ky + sy * side / 2)))[1]
              for sx, sy in corners]
    loop = np.ones(3, dtype=complex)
    for i in range(4):
        loop *= np.sum(states[i].conj() * states[(i + 1) % 4], axis=0)
    return -np.angle(loop) / side ** 2


band_s = np.array([-1, 0, 1])
curvature_error = 0.0
for kx, ky in points:
    predicted = -band_s * solid_angle_density(d_model, kx, ky)
    curvature_error = max(curvature_error, np.max(np.abs(
        local_curvature(kx, ky) - predicted)))
assert curvature_error < 1e-4  # finite square side and rounding

# Wrapping number by quadrature, pole counting, and Chern numbers.
B_critical = 2 * Dz / (g_factor * muB)


def pole_count(field):
    h = g_factor * muB * field
    return 0.5 * (np.sign(h + 2 * Dz) + np.sign(h - 2 * Dz) - 2 * np.sign(h))


field_rows = []
for field in (-1.1 * B_critical, -B_example, B_example,
              0.9 * B_critical, 1.1 * B_critical):
    def d_field(kx, ky, value=field):
        return d_model(kx, ky, value)
    W = wrapping(d_field, 240)
    C = chern(d_field)
    assert abs(W - pole_count(field)) < 1e-4
    assert C == [int(round(-2 * s * W)) for s in band_s]
    field_rows.append((field, W, C))

W_example = wrapping(d_model)
C_example = chern(d_model)
assert abs(abs(W_example) - 1) < 1e-6
assert [abs(c) for c in C_example] == [2, 0, 2]

W_double, C_double = wrapping(d_double), chern(d_double)
assert abs(abs(W_double) - 2) < 1e-5
assert C_double == [int(round(-2 * s * W_double)) for s in band_s]
C_half = chern(d_model, matrices=half_spin)
assert C_half == [int(round(-2 * s * W_example)) for s in (-0.5, 0.5)]

mesh_rows = []
for n in (12, 24, 48):
    vectors = np.linalg.eigh(hamiltonian(d_model(*mesh(n))))[1]
    flux = berry_flux(vectors)
    C = chern_from_flux(flux)
    assert C == C_example and np.abs(flux).max() < np.pi / 2
    assert np.abs(flux[..., 1]).max() < 1e-10
    mesh_rows.append((n, C, np.abs(flux).max(), wrapping(d_model, n)))

# Neglected effect: pair creation with amplitudes equal to the hopping.
N = 60
KX, KY = mesh(N)
normal = hamiltonian(d_model(KX, KY))
reverse = np.swapaxes(hamiltonian(d_model(-KX, -KY)), -1, -2)
pair = (Dp * (np.sin(KX)[..., None, None] * L[0]
              + np.sin(KY)[..., None, None] * L[1])
        + Dz * (np.cos(KX) + np.cos(KY))[..., None, None] * np.eye(3))
bogoliubov = np.zeros((N, N, 6, 6), dtype=complex)
bogoliubov[..., :3, :3], bogoliubov[..., 3:, 3:] = normal, reverse
bogoliubov[..., :3, 3:] = pair
bogoliubov[..., 3:, :3] = np.swapaxes(pair.conj(), -1, -2)
assert np.linalg.eigvalsh(bogoliubov).min() > 0
metric = np.array([1, 1, 1, -1, -1, -1.0])
values, vectors = np.linalg.eig(metric[:, None] * bogoliubov)
assert np.abs(values.imag).max() < 1e-8
order = np.argsort(values.real, axis=-1)[..., 3:]
pair_energy = np.take_along_axis(values.real, order, axis=-1)
pair_vectors = np.take_along_axis(vectors, order[..., None, :], axis=-1)
C_pair = chern_from_flux(berry_flux(pair_vectors, metric))
energy = np.linalg.eigvalsh(normal)
gap = np.diff(energy, axis=-1).min()
pair_shift = np.abs(pair_energy - energy).max()
assert C_pair == C_example and pair_shift < gap

# Neglected effect: anisotropy A L_z^2, which leaves the d.L form.
h_example = g_factor * muB * B_example


def anisotropic(A):
    e, v = np.linalg.eigh(normal + A * (L[2] @ L[2]))
    flux = berry_flux(v)
    return np.diff(e, axis=-1).min(), flux


A_small = 0.02
gap_small, flux_small = anisotropic(A_small)
C_small = chern_from_flux(flux_small)
middle_curvature = np.abs(flux_small[..., 1]).max() / (2 * np.pi / N) ** 2
assert C_small == C_example and middle_curvature > 1e-3
gap_below = anisotropic(0.9 * h_example)[0]
gap_closed = anisotropic(h_example)[0]
gap_large, flux_large = anisotropic(1.2 * h_example)
C_large = chern_from_flux(flux_large)
assert gap_below > 1e-3 and gap_closed < 1e-10 and gap_large > 1e-3
assert C_large != C_example and sum(C_large) == 0

# Neglected effect: collisions, sized by the thermal triplon density.
occupation = (1 / np.expm1(energy / kT)).mean(axis=(0, 1))
assert occupation.sum() < 0.02

print(f"Inputs: J = {J:.2f}, Dz = {Dz:.2f}, Dp = {Dp:.2f} meV")
print(f"g = {g_factor:.1f}, B = {B_example:.2f} T, T = {temperature:.1f} K")
print(f"Zeeman energy h = {h_example:.5f} meV, kT = {kT:.4f} meV")
print(f"Upper critical field = {B_critical:.4f} T")
print(f"Smallest direct band gap = {gap:.5f} meV")
print(f"Band energy range = {energy.min():.4f} to {energy.max():.4f} meV")
kx, ky = 1.0, 2.0
d = d_model(kx, ky)
print(f"Sample kx = {kx:.1f}, ky = {ky:.1f} (1/lattice constant)")
print("  d (meV) =", " ".join(f"{v:.5f}" for v in d),
      f" |d| = {np.linalg.norm(d):.5f} meV")
print(f"  n.(dn/dkx x dn/dky) = {solid_angle_density(d_model, kx, ky):.5f}"
      " (lattice constant^2)")
print("  curvature, lower/middle/upper (lattice constant^2) =",
      " ".join(f"{v + 0.0:.5f}" for v in local_curvature(kx, ky)))
print(f"Largest curvature error at 25 points = {curvature_error:.1e}"
      " (lattice constant^2)")
print("Pole preimages: kx/pi, ky/pi, d_z (meV), orientation sign")
for px in (0, 1):
    for py in (0, 1):
        dz = d_model(px * np.pi, py * np.pi)[2]
        sign = np.sign(solid_angle_density(d_model, px * np.pi, py * np.pi))
        print(f"  {px} {py} {dz:.5f} {int(sign):+d}")
print("Mesh N, Chern lower/middle/upper, largest flux (rad), W by quadrature")
for n, C, biggest, W in mesh_rows:
    print(f"  {n} {C} {biggest:.4f} {W:.8f}")
print(f"Result: W = {W_example:.8f}, Chern numbers = {C_example}")
print("Field (T), W by quadrature, Chern lower/middle/upper")
for field, W, C in field_rows:
    print(f"  {field:.4f} {W + 0.0:.5f} {C}")
print(f"Double-wrapping d: W = {W_double:.6f}, Chern = {C_double}")
print(f"Spin-1/2 with the example d: Chern lower/upper = {C_half}")
print(f"Pair creation: largest energy shift = {pair_shift:.5f} meV")
print(f"Pair creation: Chern = {C_pair}")
print(f"Anisotropy A = {A_small:.3f} meV: gap = {gap_small:.5f} meV,"
      f" Chern = {C_small}")
print(f"  largest middle-band curvature = {middle_curvature:.4f}"
      " (lattice constant^2)")
print(f"Gap at A = 0.9 h: {gap_below:.5f} meV; at A = h: {gap_closed:.1e} meV")
print(f"A = 1.2 h = {1.2 * h_example:.5f} meV: gap = {gap_large:.5f} meV,"
      f" Chern = {C_large}")
print("Mean occupation per dimer, lower/middle/upper =",
      " ".join(f"{v:.6f}" for v in occupation))
print(f"Total thermal triplons per dimer = {occupation.sum():.6f}")
print("checks complete")
```

Printed output:

```
Inputs: J = 3.00, Dz = 0.10, Dp = 0.12 meV
g = 2.0, B = 0.70 T, T = 5.0 K
Zeeman energy h = 0.08104 meV, kT = 0.4309 meV
Upper critical field = 1.7276 T
Smallest direct band gap = 0.08104 meV
Band energy range = 2.7190 to 3.2810 meV
Sample kx = 1.0, ky = 2.0 (1/lattice constant)
  d (meV) = 0.10098 0.10912 0.09345  |d| = 0.17560 meV
  n.(dn/dkx x dn/dky) = -0.01544 (lattice constant^2)
  curvature, lower/middle/upper (lattice constant^2) = -0.01544 0.00000 0.01544
Largest curvature error at 25 points = 1.1e-06 (lattice constant^2)
Pole preimages: kx/pi, ky/pi, d_z (meV), orientation sign
  0 0 0.28104 +1
  0 1 0.08104 -1
  1 0 0.08104 -1
  1 1 -0.11896 -1
Mesh N, Chern lower/middle/upper, largest flux (rad), W by quadrature
  12 [-2, 0, 2] 0.3666 -1.00501848
  24 [-2, 0, 2] 0.1286 -1.00000834
  48 [-2, 0, 2] 0.0360 -1.00000000
Result: W = -1.00000000, Chern numbers = [-2, 0, 2]
Field (T), W by quadrature, Chern lower/middle/upper
  -1.9004 0.00000 [0, 0, 0]
  -0.7000 1.00000 [2, 0, -2]
  0.7000 -1.00000 [-2, 0, 2]
  1.5548 -1.00000 [-2, 0, 2]
  1.9004 0.00000 [0, 0, 0]
Double-wrapping d: W = -2.000000, Chern = [-4, 0, 4]
Spin-1/2 with the example d: Chern lower/upper = [-1, 1]
Pair creation: largest energy shift = 0.01115 meV
Pair creation: Chern = [-2, 0, 2]
Anisotropy A = 0.020 meV: gap = 0.06104 meV, Chern = [-2, 0, 2]
  largest middle-band curvature = 2.2701 (lattice constant^2)
Gap at A = 0.9 h: 0.00810 meV; at A = h: 0.0e+00 meV
A = 1.2 h = 0.09724 meV: gap = 0.01621 meV, Chern = [0, -2, 2]
Mean occupation per dimer, lower/middle/upper = 0.001411 0.000947 0.000646
Total thermal triplons per dimer = 0.003004
checks complete
```
